# Why bare boundary charges drain an oxide cluster and core repulsion helps

## One electron and one bare charge

Put one electron near a fixed point charge $+q$, with nothing else present. In Hartree atomic units its Hamiltonian is $h=-\tfrac12\nabla^2-q/r$. Try $\phi=\sqrt{q^3/\pi}\,e^{-qr}$. For a spherical function $\nabla^2\phi=\phi''+2\phi'/r=(q^2-2q/r)\phi$, so

$$h\phi=\left(-\frac{q^2}{2}+\frac{q}{r}-\frac{q}{r}\right)\phi=-\frac{q^2}{2}\phi .$$

This nodeless function is the ground state. For $q=2$ its energy is $-2$ hartree, or $-54.4$ eV.

A doubly charged cation also looks like $-2/r$ from a distance. Yet an electron added to Sr$^{2+}$ has its lowest available level at $-10.4$ eV, computed by Hartree-Fock with the core held frozen. The bare charge is too attractive by 44 eV because it has no filled core.

In an embedded-cluster calculation a few ions are treated with electrons, and the surrounding crystal is replaced by charges. "Leakage" here means that cluster electrons settle on those charges in the calculated state. It is not a current through a memory device.

The false state does not need an elaborate basis. Take one normalized Gaussian, $g=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$. Since $\nabla g=-2\alpha\mathbf r g$ and $\langle r^2\rangle=3/(4\alpha)$, the kinetic energy is

$$\tfrac12\langle|\nabla g|^2\rangle=2\alpha^2\langle r^2\rangle=\tfrac32\alpha .$$

The mean inverse distance is

$$\left\langle\frac1r\right\rangle=\left(\frac{2\alpha}{\pi}\right)^{3/2}4\pi\int_0^\infty r e^{-2\alpha r^2}dr
=\left(\frac{2\alpha}{\pi}\right)^{3/2}\frac{\pi}{\alpha}=2\sqrt{\frac{2\alpha}{\pi}} .$$

Hence $E(\alpha)=\tfrac32\alpha-2q\sqrt{2\alpha/\pi}$. Setting $dE/d\alpha=\tfrac32-q\sqrt{2/(\pi\alpha)}=0$ gives $\alpha=8q^2/(9\pi)$. At this exponent $\sqrt{2\alpha/\pi}=4q/(3\pi)$, and

$$E=\frac{4q^2}{3\pi}-\frac{8q^2}{3\pi}=-\frac{4q^2}{3\pi}.$$

For $q=2$ this is $-46.2$ eV at $\alpha=1.13$ bohr$^{-2}$. One function recovers 85% of the false binding.

## Contribution 1: the lattice

The smallest oxide cluster is one O$^{2-}$ ion. Place it in a finite rock-salt array of charges $\pm2$ with cation-anion distance $d=0.26$ nm. Let $U$ be the potential energy of an electron at a neighbouring cation site due to all other ions:

$$U=-\sum_j\frac{Q_j}{R_j},$$

where $Q_j$ is an ion's charge in units of $e$ and $R_j$ its distance from that site. The nearest ions are anions, so $U$ is positive.

The bound electron is a cloud, not a point, so its interaction with a unit charge at distance $R$ must be checked. Its density is $(q^3/\pi)e^{-2qr}$. Write $a=2q$. By the shell theorem, charge inside $R$ acts from the centre, while a shell at $r>R$ contributes $1/r$:

$$V(R)=\frac1R\int_0^R\frac{a^3}{2}r^2e^{-ar}dr+\int_R^\infty\frac{a^3}{2}re^{-ar}dr .$$

The two integrals are, by parts,

$$1-e^{-aR}\left(1+aR+\frac{a^2R^2}{2}\right),\qquad \frac a2e^{-aR}(1+aR).$$

Divide the first by $R$ and write the second as $e^{-aR}(aR/2+a^2R^2/2)/R$. The quadratic terms cancel, leaving

$$V(R)=\frac{1-(1+qR)e^{-2qR}}{R}.$$

At $R=d=4.91$ bohr and $q=2$ the correction to $1/R$ is a few parts in $10^8$. The lattice therefore shifts the compact state almost rigidly:

$$\varepsilon_b\simeq-\frac{q^2}{2}+U .$$

With $U=19.367$ eV this gives $-54.423+19.367=-35.056$ eV. The level computed in the Hartree-Fock field of the O$^{2-}$ ion is $-35.29$ eV. The 0.23 eV difference comes from overlap with the filled oxygen orbitals: when these are projected out, the level is $-35.05$ eV, in agreement with the formula.

The top occupied O$^{2-}$ level, with basis functions on oxygen alone, is $-12.31$ eV; a larger, triple-zeta oxygen basis raises it by 0.15 eV. The lattice raises the false level by 19 eV, and the level still lies about 23 eV below the oxygen electrons.

## Contribution 2: the hole left behind

Comparing levels is not yet comparing energies. Move one electron from the oxygen orbital $i$ to the cation orbital $a$, giving the two unpaired electrons parallel spins. With frozen orbitals, removal costs $-\varepsilon_i$. The level $\varepsilon_a$ was calculated with all ten electrons on oxygen, so it contains a repulsion $J_{ia}$ from the electron that has now left. That repulsion must be subtracted. In this triplet arrangement the removed electron had the opposite spin to the added one, so there was no exchange between them to subtract. Thus

$$\Delta E_{\rm frozen}=\varepsilon_a-\varepsilon_i-J_{ia}\simeq\varepsilon_a-\varepsilon_i-\frac1d .$$

The last step treats the two orbitals as separated charges and neglects their overlap. For the bare boundary,

$$\Delta E\simeq-35.06+12.31-5.54=-28.3\ \text{eV}.$$

A negative value means that transfer releases energy. A separate self-consistent triplet calculation gives $-32.2$ eV relative to the O$^{2-}$ determinant. It lets the orbitals relax, which the estimate does not. This is not the lowest triplet: another self-consistent solution in the same basis lies about 2.4 eV lower, so the true ground state is at least that much deeper.

The variational principle makes the meaning precise. Functions on the cation enlarge the space but leave the original O$^{2-}$ determinant within it. A determinant 32 eV lower proves that the original one is not the ground state of this embedded Hamiltonian. For a better O$^{2-}$ state to regain first place, correlation and further basis functions would have to favour it by more than 32 eV. Second-order correlation (MP2) raises the transfer energy by 2.6 eV, or by about 2.8 eV with a larger oxygen basis. That larger basis changes the Hartree-Fock transfer energy itself by $-0.1$ eV, and a larger cation basis lowers it by less than 0.1 eV. The ordering is therefore not in doubt at this level.

## Contribution 3: the basis set

The Hamiltonian permits the false state; a calculation can find it only if its basis can describe it. This is why bare charges *can* cause leakage without showing it in every calculation.

Count the electrons within 0.079 nm of one neighbouring cation. With functions on oxygen alone the number is 0.008, and nothing seems wrong. Adding functions on that cation, with the bare charges unchanged, gives 1.68 electrons in the closed-shell calculation and lowers the energy by 31.8 eV. The sphere cuts off part of the cloud, so 1.68 is a local count, not an ionic charge. Even the single Gaussian found above, placed on the cation, gives a triplet transfer energy of $-24.4$ eV.

A small basis thus conceals the fault. Improving the basis brings the calculation closer to the ground state of the wrong Hamiltonian.

## Contribution 4: the missing core

The operator acting on an electron added to Sr$^{2+}$ has deep eigenstates too. In the calculation used here the 4s level is at $-66.6$ eV and the 4p level at $-43.2$ eV; a small-core pseudopotential represents the still deeper shells. The added electron cannot enter 4s or 4p because they are full. Its lowest allowed state is the valence s state at $\varepsilon_v=-10.4$ eV.

Exclusion can be written as a repulsive operator. Let $F|c\rangle=\varepsilon_c|c\rangle$ for orthonormal core orbitals, and define

$$V_{\rm PK}=\sum_c(\varepsilon_v-\varepsilon_c)|c\rangle\langle c| .$$

Acting on a core orbital,

$$(F+V_{\rm PK})|c\rangle=\varepsilon_c|c\rangle+(\varepsilon_v-\varepsilon_c)|c\rangle=\varepsilon_v|c\rangle .$$

Every other eigenstate is orthogonal to the core and keeps its energy. The lowest eigenvalue is now $\varepsilon_v$. This is the Phillips-Kleinman construction. It is repulsive because, for any $\phi$,

$$\langle\phi|V_{\rm PK}|\phi\rangle=\sum_c(\varepsilon_v-\varepsilon_c)|\langle c|\phi\rangle|^2\ge0 ,$$

as every $\varepsilon_c$ lies below $\varepsilon_v$. It has short range because the core orbitals do.

The example replaces this nonlocal operator by a simple local model,

$$v(r)=-\frac qr+Ae^{-br^2}.$$

With $b=0.5$ bohr$^{-2}$ chosen, the condition that the lowest free-cation level equal $-10.4$ eV gives $A=126$ eV. The Gaussian term has fallen below 0.001 eV at the distance $d$, so the long-range lattice potential survives. At half that distance it is still about 6 eV, so it also acts on the outer part of the oxygen cloud.

## Weighing the contributions

The repulsion is applied to 38 cations around the oxygen ion; all positions and charges stay fixed. The terms of the frozen estimate, in eV, are given below. Each entry is rounded separately, so the columns add up only to within 0.1 eV.

| Term | Bare | Repulsive |
|---|---:|---:|
| free cation level | $-54.4$ | $-10.4$ |
| lattice shift $U$ | $+19.4$ | $+19.4$ |
| further shift on embedding | not included | $-1.6$ |
| minus oxygen level | $+12.3$ | $+7.4$ |
| hole attraction | $-5.5$ | $-5.5$ |
| transfer estimate | $-28.3$ | $+9.2$ |

The further shift of $-1.6$ eV is the difference between the computed embedded level, 7.3 eV, and $-10.4+19.4$ eV. This level is not converged in the s functions placed on the cation. Extending them to a smallest exponent of 0.04 bohr$^{-2}$ lowers it, and with it the frozen estimate, by about 0.5 eV; extending them to 0.015 bohr$^{-2}$ lowers it by about 1.0 eV. The relaxed energy given below changes by less than 0.01 eV and by about 0.04 eV with these two sets, and by less than 0.1 eV when p and d functions are added to a moderately extended set. With exponents down to 0.005 bohr$^{-2}$ the electron spreads over the whole array: the level falls to 1.0 eV and the relaxed energy to 4.3 eV. The valence orbital is broad, so the compact-cloud argument no longer applies. If every other ion is treated as a point charge, penetration lowers the level by 0.9 eV in the basis used here, but the repulsion on neighbouring cations offsets this: the net shift is $+0.3$ eV in this basis and about $-0.15$ eV with a more diffuse s set. Most of the negative shift therefore comes from overlap with the explicit oxygen ion, whose filled orbitals were not projected out of this level. Projecting them out raises the level to 9.6 eV and the frozen estimate to about 11.5 eV, so the tabulated estimate understates the frozen cost of transfer.

The estimate changes by 37.4 eV. Lifting the free level supplies $+44.0$ eV. The further shift takes back 1.6 eV, and the rise of the oxygen level takes back another 4.9 eV. This last effect works against suppression: the repulsion also makes the oxygen electrons less strongly bound. Suppression still wins, because the repulsion raises the cation level far more.

With relaxation, the repulsive transfer energy is $+6.8$ eV. A larger oxygen basis raises it by 0.1 eV. The name is now loose: in this relaxed triplet the excited electron is centred only about $0.2d$ from the oxygen nucleus, and without any cation functions the triplet costs 7.2 eV. The state is mainly an excitation on oxygen, slightly drawn toward the probed cation. The value shows that no triplet of this kind lies below the O$^{2-}$ state; it is not the cost of placing an electron on the cation. With three or four very diffuse shells added on oxygen the energy falls to $+3.9$ or $+3.8$ eV, but the electron then has a root-mean-square radius of about $5d$, largely outside the finite array; it is nearly detached, and complete removal costs 4.7 eV in the original basis. Adding cation functions now lowers the closed-shell energy by 0.06 eV, and the sphere contains 0.001 electron.

A further comparison isolates the cause. Keep the repulsion on the other 37 cations and remove it from the probed one. Adding functions there now lowers the energy by 36.4 eV and puts 1.69 electrons in the sphere. The local absence of repulsion is enough to restore leakage. The energy gain exceeds the 31.8 eV of the wholly bare boundary, but the two gains start from different O$^{2-}$ states, so they do not rank the depths of the two wells.

Functions on all six nearest repulsive cations leave 0.001 electron in the probed sphere. The energy falls by 0.5 eV, so neighbouring functions still improve the description of the oxygen ion. An energy decrease by itself is not proof of leakage; the location of the electrons must be examined too.

## How far the model can be trusted

The local repulsion is not unique. A shorter-ranged choice, $b=0.8$ bohr$^{-2}$ with $A=441$ eV, has the same free valence s level but gives a transfer energy of 8.1 eV instead of 6.8 eV. Suppression survives; the exact cost depends on the model. The p and d levels were not fitted separately, and a cation with a low d level needs a potential that describes it. Sr$^{2+}$ is itself such a cation: its free d level is at $-8.35$ eV in Hartree-Fock, while the model places it at $-5.5$ eV. The model therefore does not give the cost of transfer into Sr d states.

A more detailed cation provides another comparison. Replace the probed model cation by Sr$^{2+}$ with explicit 4s and 4p electrons, keeping the model repulsion elsewhere. The top oxygen level is then $-7.7$ eV, against $-7.4$ eV beside the model cation. The lowest empty level is at 8.3 eV in this basis; diffuse functions on oxygen lower it steadily toward the vacuum level at zero (about 2 eV with two added shells, 0.05 eV with four), still well above the oxygen level. Without those functions, a relaxed triplet with one electron moved lies about 7 eV above the closed-shell state, close to the 6.8 eV of the model cation. Real core electrons and the simple repulsion thus give the same ordering.

The spacing and formal charges are roughly those of strontium oxide. The ions of a real oxide are polarizable, whereas those in the array are rigid. To size this omission, give the separated electron and hole each a dielectric energy $-(1-1/\epsilon)/(2d)$. With a rough electronic constant $\epsilon=3.5$, the sum is

$$-\left(1-\frac1{3.5}\right)5.54=-4.0\ \text{eV}.$$

This is a crude estimate, since it takes $d$ as the cavity radius and treats the carriers separately, whereas in the 6.8 eV state the electron remains mostly around the oxygen ion. Neighbouring opposite charges polarize the surroundings in opposing senses, so the true effect is probably smaller: a lattice of polarizable points chosen to have the same $\epsilon$ gives about $-1.8$ eV for the pair. Taken at face value, the estimate would reduce the repulsive transfer energy from 6.8 to about 2.8 eV; the MP2 change of $+1.4$ eV, or about $+1.6$ eV with a larger oxygen basis, acts the other way. Both signs of transfer energy survive these corrections for an electron that the basis confines to the region of the two ions. For the more diffuse state at 3.9 eV, the crude polarization term is as large as the transfer energy itself, so this estimate cannot settle the sign. An applied field of 5 MV/cm changes the electron energy by 0.13 eV across one bond, which is minor here.

## When leakage is absent, and when it is real

For a binary rock-salt lattice with charges $\pm q$, $U$ is proportional to $q$. Write $U=Mq/d$; the example has $M=19.37/(2\times5.54)=1.75$. The frozen estimate for a bare boundary predicts leakage if

$$-\frac{q^2}{2}+\frac{Mq}{d}-\varepsilon_i-\frac1d<0 .$$

The false binding grows as $q^2$, the opposing lattice shift as $q$. At fixed $d$ and $\varepsilon_i$, highly charged bare cations are therefore the most dangerous. For $q=1$ at the same spacing the estimate is $-13.61+9.68-5.54-\varepsilon_i\approx-9.5\ \text{eV}-\varepsilon_i$. It predicts leakage for an occupied level above about $-9.5$ eV. Relaxation, which lowered the bare transfer energy by about 4 eV in the example, can extend leakage to somewhat deeper levels; a much more tightly bound anion would keep its electron. A bare charge is a risk whose outcome depends on the levels, not a guarantee of failure.

The same criterion limits the cure. A defect can hold an electron well above the oxygen valence level. Moving such an electron to a cation costs less than moving an oxygen electron. If it spreads onto the boundary, it may be following a real cation level. Stronger repulsion would hide that physics; the remedy is to move the boundary outward and treat those cations with electrons.

The repulsion must also extend as far as the basis functions do. A bare charge of $+2$ beyond the protected layer has the same kind of false well, which basis functions that can form a compact cloud there will find. Placed on such a cation at distance $3d$, they give a triplet about 33 eV below the O$^{2-}$ determinant. The outer faces of the array carry reduced charges; at a face site of charge $+1$, also at distance $3d$, the triplet is only about 1 eV below. A suitable boundary potential restores the exclusion that point charges omit, while leaving charge transfer possible where the real cation would allow it. Most of the values quoted are in the numerical output below.

## Table of computed values

```
cation-anion distance: 0.260 nm
boundary charge: 2.0 e
cations given repulsion: 38
Sr2+ valence s level, def2-QZVPP: -10.417 eV
shift from def2-TZVPP: -0.0001 eV
Sr2+ filled 4s level: -66.573 eV
Sr2+ filled 4p level: -43.201 eV
lowest level after Phillips-Kleinman lift: -10.417 eV
free bare-charge level, Gaussian basis: -54.406 eV
free bare-charge level, one Gaussian: -46.195 eV
best single Gaussian exponent: 1.132 bohr^-2
repulsion exponent b: 0.500 bohr^-2
repulsion strength A: 126.419 eV
free repulsive-cation level, Gaussian basis: -10.168 eV
lattice energy U at cation site: 19.367 eV
finite-array error in U: 0.010 eV
predicted embedded bare level: -35.056 eV
computed embedded bare level: -35.285 eV
computed embedded repulsive level: 7.318 eV
O2- top level, bare boundary: -12.313 eV
O2- top level, repulsive boundary: -7.382 eV
electron-hole attraction 1/d: 5.538 eV
bare transfer energy, estimate: -28.281 eV
bare transfer energy, triplet SCF: -32.237 eV
bare transfer shift, larger O basis: -0.106 eV
bare transfer energy, one Gaussian: -24.377 eV
repulsive transfer energy, estimate: 9.161 eV
repulsive transfer energy, triplet SCF: 6.795 eV
repulsive transfer shift, larger O basis: 0.111 eV
counting-sphere radius: 0.0794 nm
sphere, bare, no cation functions: 0.0083 electrons
sphere, bare, cation functions: 1.6762 electrons
sphere, bare, triplet: 0.9969 electrons
sphere, repulsive, no cation functions: 0.0027 electrons
sphere, repulsive, cation functions: 0.0011 electrons
closed-shell energy change on adding functions, bare: -31.773 eV
same energy change, repulsive: -0.059 eV
same energy change, only probed site bare: -36.362 eV
sphere, only probed site bare: 1.6855 electrons
alternative repulsion exponent: 0.800 bohr^-2
alternative repulsion strength: 440.742 eV
transfer energy, alternative repulsion: 8.052 eV
sphere, alternative repulsion: 0.0005 electrons
sphere, functions on all six repulsive sites: 0.0011 electrons
energy change, functions on all six sites: -0.515 eV
O2- top level beside model cation: -7.430 eV
O2- top level beside explicit Sr2+: -7.673 eV
lowest empty level with explicit Sr2+: 8.285 eV
MP2 change in bare transfer energy: 2.608 eV
MP2 change in repulsive transfer energy: 1.444 eV
rough electronic dielectric constant: 3.5 (no unit)
rough polarization energy of two carriers: 3.956 eV
rough operating field: 5.0 MV/cm
field energy across one bond: 0.130 eV
```
